# Minimum optical energy to melt a Ge2Sb2Te5 cell, with corrections

## 1. The situation

A photonic phase-change memory stores its state in a thin film of Ge2Sb2Te5 on an optical waveguide. The crystalline film absorbs guided light more strongly than the amorphous film, so the transmitted light reads the state. To write the amorphous state, a light pulse melts crystalline material, which must then cool too fast to recrystallize. How much energy must the film absorb?

Take a cell of length $l=1000$ nm, width $w=500$ nm and thickness $d=10$ nm, crystalline throughout and initially at $T_0=300$ K. The whole cell is to become liquid. The leading answer is a heat balance without losses. Two corrections follow: one for a film that is insulated but unevenly heated, and one for a film that leaks heat into oxide. The first is small at low power. The second is not, and it needs an expansion of its own.

The material values are rough typical ones: density $\rho=6.3$ g/cm³, melting point $T_m=900$ K, latent heat $L=120$ J/g. Pressure is constant, so the heat absorbed by an insulated film equals its rise in enthalpy.

## 2. Leading order: the enthalpy floor

The volume is $V=lwd=1\times0.5\times0.01\ \mu\text{m}^3=0.005\ \mu\text{m}^3$. Since 1 g/cm³ equals 1000 fg/µm³, the mass is

$$m=\rho V=6300\times0.005\ \text{fg}=31.5\ \text{fg}.$$

**Specific heat.** An atom in a solid vibrates in three directions. Each vibration has a kinetic and a potential energy, both quadratic, and classically each holds $k_BT/2$ on average. This gives $3k_BT$ per atom, or $3RT$ per mole of atoms. With the mean molar mass per atom $M=114.09$ g/mol,

$$c=\frac{3R}{M}=0.2186\ \text{J/(g K)}.$$

Purely harmonic vibrations cause no thermal expansion, so in this model the value holds at constant pressure as well as at constant volume. In a real solid, expansion raises the specific heat at constant pressure by some percent, which lies within the spread of material values considered below.

The quantum correction can be found from the Debye model, whose thermal energy per mole of atoms is

$$U(T)=\frac{9RT}{X^3}\int_0^X\frac{x^3}{e^x-1}\,dx,\qquad X=\frac{\theta}{T}.$$

For small $x$, $x^3/(e^x-1)=x^2-x^3/2+x^4/12-\dots$. Integrating term by term gives $X^3/3-X^4/8+X^5/60$, hence

$$U=3RT\left(1-\frac{3\theta}{8T}+\frac{\theta^2}{20T^2}\right)=3RT-\frac{9R\theta}{8}+\frac{3R\theta^2}{20T}.$$

The middle term does not depend on temperature and cancels in a difference. Because $1/T_m-1/T_0=-(T_m-T_0)/(T_0T_m)$,

$$\frac{U(T_m)-U(T_0)}{3R(T_m-T_0)}=1-\frac{\theta^2}{20T_0T_m}.$$

For a rough Debye temperature $\theta=150$ K this is $1-22500/(5.4\times10^6)=0.9958$. The full integral gives 0.9959. The quantum correction to the sensible heat is thus about 0.4 %, far below the uncertainty of the material values.

**The two heats.** With $\Delta T=T_m-T_0=600$ K, warming the solid takes

$$Q_s=mc\,\Delta T=31.5\ \text{fg}\times131.2\ \text{J/g}=4.13\ \text{pJ}.$$

At the melting point further heat changes the phase and not the temperature:

$$Q_L=mL=31.5\ \text{fg}\times120\ \text{J/g}=3.78\ \text{pJ}.$$

The sum is

$$\boxed{E_{\min}=\rho V\,[c\,(T_m-T_0)+L]=7.91\ \text{pJ}}$$

or about 8 pJ. Latent heat supplies 48 % of it, so leaving it out would nearly halve the answer.

**Why this is a minimum.** Enthalpy depends on the state and not on the path. Suppose that when the last solid melts, every part of the cell is liquid at $T_m$ or above. The enthalpy has then risen by at least $E_{\min}$. Heat that has leaked to the colder surroundings must be supplied in addition. The absorbed energy is therefore

$$E=E_{\min}+E_{\text{overheat}}+E_{\text{loss}},$$

and neither of the last two terms is negative. The condition on the final state matters: if parts melted earlier were allowed to cool below $T_m$ while still liquid, the film's final enthalpy could be lower. A cell that starts amorphous also lies outside the statement, because its initial enthalpy is higher.

**Reading the number.** The cell holds $1.66\times10^8$ atoms, so the floor is 0.297 eV per atom. A photon of wavelength 1550 nm carries 0.800 eV, and about $6.2\times10^7$ of them must be absorbed, roughly three for every eight atoms.

The material values matter more than the third digit. A low set (5.9 g/cm³, 0.20 J/(g K), 870 K, 70 J/g) gives 5.4 pJ, and a high set (6.4 g/cm³, 0.26 J/(g K), 900 K, 150 J/g) gives 9.8 pJ. "Several picojoules" survives this spread. A start 50 K warmer saves 0.34 pJ. The work of pushing back the atmosphere, for an assumed expansion of 5 %, is 25 aJ and can be forgotten.

## 3. First correction for an insulated film

Let the film be insulated, but let the light heat one half of its thickness, $0<z<d/2$, uniformly. The other half receives heat by conduction alone. Conduction needs a temperature difference, so when the last solid melts at $z=d$, the liquid behind it is hotter than $T_m$. This overheating is the first correction at low power.

Let $P$ be the absorbed power, $A=lw$ the film's area and $q=P/A$. Solid and liquid are given the same conductivity $k=0.5$ W/(m K), a rough value, and the same specific heat. Let $\vartheta(z)=T-T_m$ at the moment of complete melting, so that $\vartheta(d)=0$.

For slow heating, the liquid stores little heat compared with what passes through it. The flux at depth $z$ then equals the power per area absorbed between 0 and $z$:

$$j(z)=\frac{2qz}{d}\quad(z<d/2),\qquad j(z)=q\quad(z>d/2).$$

Fourier's law is $j=-k\,d\vartheta/dz$. Integrating back from $z=d$ through the unheated half,

$$\vartheta(z)=\frac{q(d-z)}{k},\qquad \vartheta(d/2)=\frac{qd}{2k}.$$

In the heated half,

$$\vartheta(z)=\frac{qd}{2k}+\frac1k\int_z^{d/2}\frac{2qz'}{d}\,dz'=\frac{qd}{2k}+\frac{q}{kd}\left(\frac{d^2}{4}-z^2\right).$$

The excess heat is $A\rho c\int_0^d\vartheta\,dz$. The unheated half contributes $qd^2/(8k)$ to the integral. The heated half contributes

$$\frac{qd^2}{4k}+\frac{q}{kd}\left(\frac{d^3}{8}-\frac{d^3}{24}\right)=\frac{qd^2}{4k}+\frac{qd^2}{12k}.$$

Since $\frac18+\frac14+\frac1{12}=\frac{11}{24}$ and $Aq=P$,

$$E\simeq E_{\min}+\frac{11}{24}\,P\tau,\qquad \tau=\frac{\rho c\,d^2}{k}.$$

The time $\tau$ is the film's thermal diffusion time:

$$\tau=\frac{6300\times218.6\times(10^{-8})^2}{0.5}\ \text{s}=0.275\ \text{ns}.$$

**When the correction holds.** The overheating is of size $qd/k$ and builds up while the front crosses the film, in a time of order $\rho Ld/q$. The stored flux is therefore of order $\rho cd\,(qd/k)/(\rho Ld/q)$. Divided by $q$, this is

$$\varepsilon=\frac{c\,q\,d}{kL},$$

which must be small. It compares the temperature drop across the film with $L/c$.

At 0.3 mW, $q=6\times10^8$ W/m² and $\varepsilon=0.02$. The correction is $0.458\times0.3\ \text{mW}\times0.275\ \text{ns}=0.04$ pJ, which predicts 7.95 pJ. A numerical solution of the heat equation with latent heat gives 7.95 pJ as well. That this slow run lies within 1 % of $E_{\min}$ was a test of the floor.

At 10 mW, $\varepsilon=0.7$ and the expansion should no longer be trusted in detail. It predicts $7.91+1.26=9.17$ pJ, against 8.85 pJ from the numerical solution (about 0.02 pJ more on a finer grid). The sign of the difference can be understood. While the liquid is still warming, part of the absorbed power stays in it, and every flux $j(z)$ is smaller than assumed above. The temperature differences are then smaller too, and the first correction overestimates the overheating.

## 4. Second limit: a film that leaks into oxide

A real film is not insulated. Place thick oxide on both faces, in perfect thermal contact, and let the light heat the film uniformly. Heat is taken to flow only perpendicular to the film, as if the cell were part of a wider, evenly heated film; Section 5 returns to the edges. The oxide has conductivity 1.4 W/(m K), density 2.2 g/cm³ and specific heat 0.74 J/(g K). These are room-temperature values, held fixed here for simplicity. In real silica both the specific heat and the conductivity rise on heating, so the energies below are too low for a real oxide. With a mean specific heat of about 1.04 J/(g K), the numerical result at 10 mW would rise from 84 to about 110 pJ, and with a conductivity of 1.8 W/(m K) as well, to about 135 pJ. At low power the pulse is long and most of the heat enters the oxide. The roles are then reversed: the loss is the leading term and melting the film is the correction.

**Response of the oxide.** Let $k_o,\rho_o,c_o$ be the oxide's constants, $D=k_o/(\rho_oc_o)$ its diffusivity, and $u$ its temperature rise at distance $x$ from the film. If heat $H$ per area enters the surface at time zero, then

$$u(x,t)=\frac{H}{\rho_oc_o\sqrt{\pi Dt}}\,e^{-x^2/4Dt}.$$

To verify this, differentiate:

$$\frac{\partial u}{\partial t}=u\left(\frac{x^2}{4Dt^2}-\frac1{2t}\right)=D\frac{\partial^2u}{\partial x^2}.$$

The slope vanishes at $x=0$, so no heat passes the surface afterwards. The total is right because $\int_0^\infty e^{-x^2/4Dt}dx=\sqrt{\pi Dt}$. At the surface, $u=H/(e_o\sqrt{\pi t})$ with the effusivity $e_o=\rho_oc_o\sqrt D=\sqrt{k_o\rho_oc_o}=1510$ W s$^{1/2}$/(m² K).

The equation is linear, so a flux $j(t)$ acts as a sequence of such doses:

$$u_s(t)=\frac{1}{e_o\sqrt\pi}\int_0^t\frac{j(t')}{\sqrt{t-t'}}\,dt'.$$

**Leading term.** Neglect the heat kept by the film. Each face receives $j_0=P/(2A)$, and the integral gives $u_s=2j_0\sqrt t/(e_o\sqrt\pi)$. This reaches $\Delta T$ at

$$t_0=\frac{\pi e_o^2\Delta T^2}{4j_0^2}=\frac{\pi(e_oA\,\Delta T)^2}{P^2},\qquad E_0=Pt_0=\frac{\pi(e_oA\,\Delta T)^2}{P}.$$

The energy grows as the power falls, because a longer pulse heats a thicker layer of oxide.

**First correction.** At $t_0$ the film is at $T_m$ but still solid. While it melts, its temperature stays fixed. Holding the oxide surface at a fixed temperature takes less and less flux, and the surplus melts the film. Let $s$ be the time since $t_0$ and $g(s)$ the surplus per face, so that the oxide receives $j_0-g$. The condition $u_s=\Delta T$ reads

$$2j_0\sqrt{t_0+s}-\int_0^s\frac{g(s')}{\sqrt{s-s'}}\,ds'=2j_0\sqrt{t_0}.$$

For $s\ll t_0$, $\sqrt{t_0+s}-\sqrt{t_0}\simeq s/(2\sqrt{t_0})$, hence

$$\int_0^s\frac{g(s')}{\sqrt{s-s'}}\,ds'=\frac{j_0s}{\sqrt{t_0}}.$$

Try $g=b\sqrt s$. With $s'=s\sin^2\varphi$ the left side becomes $bs\int_0^{\pi/2}2\sin^2\varphi\,d\varphi=\pi bs/2$. The trial form works if $b=2j_0/(\pi\sqrt{t_0})$. The surplus collected from both faces must equal the latent heat:

$$2A\int_0^s b\sqrt{s'}\,ds'=\frac{4A}{3}\,b\,s^{3/2}=\frac{4P}{3\pi\sqrt{t_0}}\,s^{3/2}=Q_L,$$

where $2Aj_0=P$ was used. Solving for $s$ and dividing by $t_0$, with $Pt_0=E_0$,

$$\frac{s}{t_0}=\left(\frac{3\pi Q_L}{4E_0}\right)^{2/3},\qquad
E\simeq E_0\left[1+\left(\frac{3\pi Q_L}{4E_0}\right)^{2/3}\right].$$

The correction is not simply $Q_L$. During the melting time the oxide goes on taking heat, and most of the extra energy goes there.

**Numbers.** First, $e_oA\,\Delta T=1510\times5\times10^{-13}\times600=4.53\times10^{-7}$ J s$^{-1/2}$. At 10 mW,

$$E_0=\frac{\pi(4.53\times10^{-7})^2}{0.01}\ \text{J}=64.5\ \text{pJ}.$$

The bracket contains $(2.356\times3.78/64.5)^{2/3}=0.27$, so $E\simeq82$ pJ. The other powers follow in the same way, and the last column is the numerical solution for the film in oxide:

| Power (mW) | $E_0$ (pJ) | With correction (pJ) | Numerical (pJ) |
|---|---|---|---|
| 10 | 64.5 | 82 | 84.0 |
| 30 | 21.5 | 33 | 36.9 |
| 100 | 6.4 | 14 | 20.3 |

Relative to the numerical values, the corrected formula is low by about 3 %, 9 % and 29 %. The numerical energies are themselves slightly too low, because of the finite grid: by about 2 % at 100 mW, 1 % at 30 mW and less than 0.5 % at 10 mW. At 100 mW the correction exceeds the leading term, so the expansion has failed there. $E_0$ alone even falls below the floor of 7.91 pJ, which no true absorbed energy can do.

The good agreement at 10 mW should not be overrated. Several terms of higher order were dropped. The next term of $\sqrt{t_0+s}$ would add less than 1 % at 10 mW. Two other effects deserve a closer look. The first is the film's sensible heat. As the film warms in proportion to $\sqrt t$, it withholds from each face the flux $\frac12\rho cd\,\Delta T/(2\sqrt{t_0t})$. Since $\int_0^{t_0}dt'/\sqrt{t'(t_0-t')}=\pi$, this lowers the surface temperature at $t_0$ by the fraction $\sqrt\pi\rho cd/(4e_o\sqrt{t_0})=\pi Q_s/(4E_0)$. Time goes as the square of temperature, so the delay is about $\pi Q_s/(2E_0)$, or 10 % of $t_0$ at 10 mW. The second is the temperature drop inside the film, about $j_0d/(4k)=50$ K from centre to face. The centre therefore starts to melt before the faces reach $T_m$, which shortens the pulse. The two effects have opposite signs and so cancel in part.

## 5. Where the energy goes, and where the model stops

The numerical runs in oxide can be split into the three parts of Section 2. At 10 mW, 75.9 pJ of the 84.0 pJ is in the oxide, 7.9 pJ is the floor, and about 0.2 pJ is overheating. At 100 mW the pulse lasts 0.20 ns instead of 8.4 ns. The oxide then takes 10.7 pJ, the floor is the same, and overheating has grown to about 1.7 pJ, with a peak temperature of nearly 1300 K. These last two figures depend on the liquid's conductivity, taken here equal to the solid's. Molten Ge2Sb2Te5 is metallic and probably conducts heat better. With 5 W/(m K) for the liquid, the overheating at 100 mW would be only about 0.3 pJ and the total energy about 18 pJ.

With equal conductivities, raising the power from 10 to 100 mW brings the energy from 10.6 to 2.6 times the floor. This does not show that still shorter pulses would reach it. The oxide cools the film's faces while the centre overheats, and at higher power the second cost grows. Evaporation, which the model omits, may also set in.

Thermal contact matters too. With a contact resistance of $10^{-8}$ m² K/W at each face and the power held at 10 mW, the energy falls from 84.0 to 66.7 pJ, because the oxide surface stays cooler than the film.

The low-power formula also has a lower limit of validity. It lets heat flow only perpendicular to the film. At 10 mW heat spreads $\sqrt{Dt}=85$ nm into the oxide, still well below the cell's width of 500 nm, so the middle of the cell is described fairly well. The edges are not. If only the cell is heated, a point on a straight edge receives heat from one side only, and its temperature rise is about half that of the middle; at a corner it is about a quarter. Since time goes as the square of temperature, a corner needs roughly sixteen times as long to reach $T_m$ when the oxide takes most of the heat. At 10 mW the factor is nearer nineteen, because by then heat has spread across the whole cell. The energies found for the film in oxide therefore belong to an area within a wider, evenly heated film. Melting an isolated cell right into its corners would take far more. At 10 mW it may not even be practical: by the time the corners reach $T_m$, this estimate puts the middle above 2000 K, where evaporation and damage must be expected. For much longer pulses heat spreads in all directions and the temperature levels off. As a rough guide, replace the cell by a sphere of radius $r=250$ nm. In the steady state the flux at distance $R$ is $P/(4\pi R^2)$, and integrating it from $r$ outwards gives a rise $P/(4\pi k_or)$. This reaches 600 K only if

$$P>4\pi k_or\,\Delta T=4\pi\times1.4\times2.5\times10^{-7}\times600\ \text{W}\approx2.6\ \text{mW}.$$

Below a power of this order not even the middle of the cell would melt, however long the pulse. The corners stay cooler and need more power still. The expansion of Section 4 therefore describes a window of powers: low enough for the oxide to dominate, high enough for the heat flow to remain one-dimensional in the middle of the cell.

## 6. From absorbed to launched energy

Not all guided light is absorbed in the cell. If the attenuation is $a$ decibels per micrometre, the transmitted fraction after length $l$ is $10^{-al/10}$, by the definition of the decibel. If all attenuation is absorption in the film, the absorbed fraction is

$$f=1-10^{-al/10}.$$

For a rough $a=1$ dB/µm and $l=1$ µm, $f=0.206$. The floor of 7.91 pJ then corresponds to 38.5 pJ launched, and the 84.0 pJ of the 10 mW run to about 410 pJ. That run assumes even heating, however. Light that weakens along the guide gives the far end of the cell 11 % less power per area than the average. Since the time to reach $T_m$ goes roughly as the inverse square of the power, melting the far end too takes about a quarter more energy, or roughly 510 pJ launched. All these figures hold $a$ fixed during the pulse, although heating and melting change it.

**Beside real devices.** The cell size, the film thickness and nanosecond pulses are typical of waveguide memories, whose launched switching energies are roughly tens to hundreds of picojoules. The estimates above fall in that range, but this is no precise comparison. Of the assumptions varied here, thermal isolation matters most: in the one-dimensional model, which leaves out the extra losses at the edges, giving it up multiplies the absorbed energy by 2.6 to 10.6 for powers from 100 down to 10 mW with perfect contact. A real cell also rests on a guide, often of silicon nitride or silicon, and a guide that conducts better than oxide would raise the loss further. In the other direction, many cells have only a thin cap and air above them. If one face is treated as insulated and the other touches oxide, the one-dimensional model gives about 31 pJ at 10 mW instead of 84 pJ. A device also need not melt its whole cell. If the entire cell is brought to $T_m$ but a quarter of it melts, the floor is $4.13+0.25\times3.78=5.1$ pJ. The figure of 8 pJ is thus a lower limit for complete melting under the stated conditions, and not a forecast of the pulse energy. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Cell: 1000 x 500 x 10 nm
Volume: 0.0050 um3
Density: 6.3 g/cm3; mass: 31.5 fg
Start: 300 K; melting point: 900 K
Mean molar mass per atom: 114.09 g/mol
Specific heat 3R/M: 0.2186 J/(g K)
Debye temperature (rough): 150 K
Debye heat / (3R x rise): 0.9959
Sensible heat per gram: 131.2 J/g
Latent heat per gram: 120 J/g
Sensible heat of cell: 4.13 pJ
Latent heat of cell: 3.78 pJ
MINIMUM ABSORBED ENERGY: 7.91 pJ
Latent share: 47.8 %
Atoms in cell: 1.663e+08
Energy per atom: 0.297 eV
Photon energy at 1550 nm: 0.800 eV
Absorbed photons: 6.174e+07
Guide attenuation (rough): 1.0 dB/um
Absorbed fraction: 0.2057
Launched energy for the floor: 38.5 pJ
Low set: 5.9 g/cm3, 0.20 J/(g K), 870 K, 70 J/g -> 5.4 pJ
High set: 6.4 g/cm3, 0.26 J/(g K), 900 K, 150 J/g -> 9.8 pJ
Saving if the start is 50 K warmer: 0.34 pJ
Work against 1 atm, 5 % expansion: 25 aJ
Film conductivity (rough): 0.5 W/(m K)
Insulated, half heated, 0.3 mW: 7.95 pJ, 1.005 x floor
Insulated, half heated, 10.0 mW: 8.85 pJ, 1.119 x floor
Oxide: 1.4 W/(m K), 2.2 g/cm3, 0.74 J/(g K)
Oxide effusivity: 1510 W s^0.5/(m2 K)
Oxide diffusivity: 0.860 mm2/s
Oxide diffusion length in 1 ns: 29.3 nm
Loss bound, both faces, 1 ns: 32.3 pJ
Film in oxide, whole film melted (contact resistance in m2 K/W):
 100 mW, contact 0e+00: time 0.203 ns, energy 20.3 pJ = 2.6 x floor
   oxide loss 10.7 pJ, bound 14.5 pJ, peak 1273 K, diffusion length 13 nm
 30 mW, contact 0e+00: time 1.230 ns, energy 36.9 pJ = 4.7 x floor
   oxide loss 28.4 pJ, bound 35.8 pJ, peak 1032 K, diffusion length 33 nm
 10 mW, contact 0e+00: time 8.398 ns, energy 84.0 pJ = 10.6 x floor
   oxide loss 75.9 pJ, bound 93.7 pJ, peak 945 K, diffusion length 85 nm
 10 mW, contact 1e-08: time 6.666 ns, energy 66.7 pJ = 8.4 x floor
   oxide loss 58.6 pJ, bound 83.5 pJ, peak 945 K, diffusion length 76 nm
Change of 10 mW time on doubling cell size: 0.5 %
```
